# Frequency rise of a quartz crystal when its resist dissolves: verification in Python

```python
# Result under test: removing a thin rigid film from a quartz thickness-shear
# resonator raises its frequency by 2 f0^2 rho h / Zq (Sauerbrey relation).
#   f0: bare fundamental frequency; rho, h: film density and thickness
#   Zq = sqrt(rho_q mu_q): shear impedance of quartz (density, shear modulus)
# The independent side is a polynomial Ritz solution of the layered
# one-dimensional shear-wave problem. All internal quantities are in SI units.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.linalg import eigvals
from scipy.optimize import brentq

f0 = 5 * const.mega
rho_q, mu_q = 2648.0, 29.47 * const.giga      # AT-cut quartz
h_film, rho_film = 50 * const.nano, 1200.0
G_glassy = 1.0 * const.giga                   # rough glassy resist modulus
G_soft = (0.1 + 0.1j) * const.mega            # softened, lossy gel
rho_liq, eta_liq = 1000.0, 1.0e-3             # rough water-like developer

Zq = np.sqrt(rho_q * mu_q)
h_q = np.sqrt(mu_q / rho_q) / (2 * f0)
m_q = rho_q * h_q
m_film = rho_film * h_film
omega0 = 2 * np.pi * f0

# Reference element on [-1, 1]: nodal polynomials, Gauss quadrature
P = 16
nodes = -np.cos(np.pi * np.arange(P + 1) / P)
to_nodal = np.linalg.inv(leg.legvander(nodes, P))
xg, wg = leg.leggauss(P + 2)
value = leg.legvander(xg, P) @ to_nodal
slope = leg.legval(xg, leg.legder(np.eye(P + 1))).T @ to_nodal
mass_ref = value.T @ (wg[:, None] * value)
stiff_ref = slope.T @ (wg[:, None] * slope)


def ritz_frequency(film=None, liquid=False, eta=eta_liq,
                   point_mass=0.0, mass_node=P):
    """Complex resonance frequency of plate, optional film and liquid.

    film is (thickness, density, shear modulus); point_mass is an areal
    mass fixed to one node of the quartz plate (node P is its surface).
    """
    f = complex(f0)
    for _ in range(8 if liquid else 1):
        layers = [(h_q, rho_q, mu_q)]
        if film is not None:
            layers.append(film)
        if liquid:
            depth = np.sqrt(2 * eta / (rho_liq * omega0))
            layers.append((10 * depth, rho_liq, 2j * np.pi * f * eta))
        size = P * len(layers) + 1
        K = np.zeros((size, size), dtype=complex)
        M = np.zeros((size, size), dtype=complex)
        for j, (thick, dens, modulus) in enumerate(layers):
            s = slice(j * P, (j + 1) * P + 1)
            K[s, s] += modulus * 2 / thick * stiff_ref
            M[s, s] += dens * thick / 2 * mass_ref
        M[mass_node, mass_node] += point_mass
        ratio2 = eigvals(K / (mu_q / h_q), M * omega0**2 / (mu_q / h_q))
        ratio2 = ratio2[np.isfinite(ratio2)]
        f = f0 * np.sqrt(ratio2[np.argmin(abs(ratio2 - 1))])
    return f


def tangent_root(areal_mass):
    """Root of the frequency equation for a rigid surface mass."""
    def equation(y):
        return np.tan(np.pi * y) + 2 * np.pi * f0 * y * areal_mass / Zq
    return f0 * brentq(equation, 0.51, 1.0, xtol=1e-15)


sensitivity = 2 * f0**2 / Zq
rise = sensitivity * m_film

# Bare plate: half a shear wavelength across the thickness
f_bare = ritz_frequency().real
assert abs(f_bare - f0) < 0.01

# Rigid mass of one percent: frequency equation and error of the linear law
m_heavy = 0.01 * m_q
drop_ritz = f_bare - ritz_frequency(point_mass=m_heavy).real
drop_root = f0 - tangent_root(m_heavy)
drop_linear = sensitivity * m_heavy
assert abs(drop_ritz - drop_root) < 0.01
linear_excess = drop_linear / drop_ritz - 1
assert abs(linear_excess / 0.01 - 1) < 0.05   # remainder is next order

# The same mass at the mid-plane node does not load the fundamental
node_shift = ritz_frequency(point_mass=m_heavy, mass_node=P // 2).real - f_bare
assert abs(node_shift) < 0.01

# Removing the elastic film in air; corrections are of relative size m/m_q
glassy = (h_film, rho_film, G_glassy)
f_dry_coated = ritz_frequency(film=glassy).real
rise_dry = f_bare - f_dry_coated
assert abs(rise_dry / rise - 1) < 1e-3
assert abs(rise - 340) < 5
rise_rigid = f0 - tangent_root(m_film)
assert abs(rise_rigid - rise_dry) < 0.01

# Liquid on one face: load formula, and cancellation between wet readings
f_wet_bare = ritz_frequency(liquid=True).real
liquid_shift = f_wet_bare - f_bare
liquid_formula = -f0**1.5 * np.sqrt(rho_liq * eta_liq / (np.pi * rho_q * mu_q))
assert abs(liquid_shift / liquid_formula - 1) < 1e-3
rise_wet = f_wet_bare - ritz_frequency(film=glassy, liquid=True).real
assert abs(rise_wet / rise - 1) < 1e-3
dry_to_wet = f_wet_bare - f_dry_coated
assert dry_to_wet < 0

# Other neglected effects
warm_shift = ritz_frequency(liquid=True, eta=0.98 * eta_liq).real - f_wet_bare
assert warm_shift > 0
soft = (h_film, rho_film, G_soft)
rise_soft = f_wet_bare - ritz_frequency(film=soft, liquid=True).real
assert rise_soft < 0.95 * rise
per_nm = sensitivity * rho_film * const.nano
absorbed = sensitivity * 0.10 * m_film

ug_cm2 = 1e-5                                # one ug/cm2 in kg/m2
print(f"Bare crystal frequency: {f0 / const.mega:.1f} MHz")
print(f"Quartz density: {rho_q / 1000:.3f} g/cm3")
print(f"Quartz shear modulus: {mu_q / const.giga:.2f} GPa")
print(f"Quartz shear impedance Zq: {Zq / 10:.4e} g/(cm2 s)")
print(f"Quartz shear wave speed: {np.sqrt(mu_q / rho_q):.1f} m/s")
print(f"Quartz plate thickness: {h_q / const.micro:.2f} um")
print(f"Quartz mass per area: {m_q / ug_cm2:.1f} ug/cm2")
print(f"Film thickness: {h_film / const.nano:.1f} nm")
print(f"Film density: {rho_film / 1000:.2f} g/cm3")
print(f"Film mass per area: {m_film / ug_cm2:.3f} ug/cm2")
print(f"Film-to-quartz mass ratio: {m_film / m_q:.4e}")
print(f"Mass sensitivity: {sensitivity * ug_cm2:.2f} Hz cm2/ug")
print(f"Sauerbrey rise on removal: {rise:.2f} Hz")
print(f"Rise, rigid-film frequency equation: {rise_rigid:.2f} Hz")
print(f"Sauerbrey minus frequency equation: {rise - rise_rigid:.3f} Hz")
print(f"Glassy film shear modulus: {G_glassy / const.giga:.1f} GPa")
print(f"Rise, elastic film in air, Ritz: {rise_dry:.2f} Hz")
print(f"1% mass load, linear drop: {drop_linear:.1f} Hz")
print(f"1% mass load, Ritz drop: {drop_ritz:.1f} Hz")
print(f"1% mass load, excess of linear law: {100 * linear_excess:.2f} %")
print(f"1% mass at mid-plane, size of shift: {abs(node_shift):.2f} Hz")
print(f"Developer density: {rho_liq / 1000:.1f} g/cm3")
print(f"Developer viscosity: {eta_liq * 1000:.1f} mPa s")
print(f"Liquid load shift, formula: {liquid_formula:.1f} Hz")
print(f"Liquid load shift, Ritz: {liquid_shift:.1f} Hz")
print(f"Rise, both readings in liquid, Ritz: {rise_wet:.2f} Hz")
print(f"Change, dry coated to wet bare: {dry_to_wet:.1f} Hz")
print(f"Shift for 2% lower viscosity: {warm_shift:.1f} Hz")
print(f"Soft film storage modulus: {G_soft.real / const.mega:.1f} MPa")
print(f"Soft film loss modulus: {G_soft.imag / const.mega:.1f} MPa")
print(f"Rise, soft film in liquid, Ritz: {rise_soft:.1f} Hz")
print(f"Soft film, departure from Sauerbrey: {100 * (rise_soft / rise - 1):.1f} %")
print(f"Change of rise per nm of thickness: {per_nm:.2f} Hz")
print(f"Extra rise for 10% absorbed mass: {absorbed:.1f} Hz")
print("PASS")
```

Printed output:

```
Bare crystal frequency: 5.0 MHz
Quartz density: 2.648 g/cm3
Quartz shear modulus: 29.47 GPa
Quartz shear impedance Zq: 8.8338e+05 g/(cm2 s)
Quartz shear wave speed: 3336.0 m/s
Quartz plate thickness: 333.60 um
Quartz mass per area: 88338.3 ug/cm2
Film thickness: 50.0 nm
Film density: 1.20 g/cm3
Film mass per area: 6.000 ug/cm2
Film-to-quartz mass ratio: 6.7921e-05
Mass sensitivity: 56.60 Hz cm2/ug
Sauerbrey rise on removal: 339.60 Hz
Rise, rigid-film frequency equation: 339.58 Hz
Sauerbrey minus frequency equation: 0.023 Hz
Glassy film shear modulus: 1.0 GPa
Rise, elastic film in air, Ritz: 339.58 Hz
1% mass load, linear drop: 50000.0 Hz
1% mass load, Ritz drop: 49489.2 Hz
1% mass load, excess of linear law: 1.03 %
1% mass at mid-plane, size of shift: 0.00 Hz
Developer density: 1.0 g/cm3
Developer viscosity: 1.0 mPa s
Liquid load shift, formula: -714.1 Hz
Liquid load shift, Ritz: -714.1 Hz
Rise, both readings in liquid, Ritz: 339.51 Hz
Change, dry coated to wet bare: -374.5 Hz
Shift for 2% lower viscosity: 7.2 Hz
Soft film storage modulus: 0.1 MPa
Soft film loss modulus: 0.1 MPa
Rise, soft film in liquid, Ritz: 292.2 Hz
Soft film, departure from Sauerbrey: -14.0 %
Change of rise per nm of thickness: 6.79 Hz
Extra rise for 10% absorbed mass: 34.0 Hz
PASS
```
